\section*{Optimal displacement for finite-difference force constants}

\section{What fixes the form of the answer}

A force constant is a second derivative of the energy $E$, and a program that delivers forces gives it by one numerical differentiation. Displace one coordinate $u_j$ by $u$, keep all others at rest, and record the force $F(u)=-\partial E/\partial u_i$ on coordinate $i$. Define the Taylor constants by
\begin{equation}
F(u)=F(0)-\Phi u-\tfrac12\Psi u^2-\tfrac16 Xu^3-\tfrac1{24}Zu^4-\tfrac1{120}Yu^5-\dots
\label{taylor}
\end{equation}
Then $\Phi=\partial^2E/\partial u_i\partial u_j$ is the force constant sought, $\Psi=\partial^3E/\partial u_i\partial u_j^2$ belongs to the cubic part of the energy, and $X=\partial^4E/\partial u_i\partial u_j^3$ to the quartic part. Each force term is one degree lower than its energy term.

Let each computed force carry an error of typical size $\sigma$. A small displacement $\delta$ divides this error by a small number; a large one brings in anharmonic terms. What length can mark the best compromise? Suppose the scheme treats $+\delta$ and $-\delta$ alike, so that its error-free result is an even function of $\delta$. For a difference quotient of the two forces at $\pm\delta$ the leading deviation from $\Phi$ is then proportional to $\delta^2$; a scheme with more points could cancel this term as well. Since $\Phi$ is a force per length, the coefficient must be a force per length cubed, which is the dimension of $X$. The constant $\Psi$, a force per length squared, would have to come with one power of $\delta$, which the symmetry forbids. Nor does $\Phi$ itself enter: a difference quotient reproduces a linear force without error. What remains is $\sigma$ and $X$, and the one length they form is
\begin{equation}
\delta\sim\left(\frac{\sigma}{|X|}\right)^{1/3}.
\label{dim}
\end{equation}
For the one-sided quotient of two forces, which lacks the symmetry, $\Psi$ takes the place of $X$ and the length is $(\sigma/|\Psi|)^{1/2}$; a one-sided scheme with three points can cancel the $\Psi$ term and return to (\ref{dim}). The numerical factors, and what the symmetry gains, require the error analysis.

\section{The naive scheme and its fault}

The simplest estimate uses one displaced structure and the reference structure,
\begin{equation}
R(\delta)=-\frac{F(\delta)-F(0)}{\delta}.
\end{equation}
Let the two computed forces have errors $e_+$ and $e_0$ with zero mean, standard deviation $\sigma$ independent of $\delta$, and no correlation. Inserting (\ref{taylor}) gives
\begin{equation}
R-\Phi=\tfrac12\Psi\delta+\tfrac16X\delta^2+\dots-\frac{e_+-e_0}{\delta}.
\end{equation}
The variance of $e_+-e_0$ is $2\sigma^2$. The cross term between bias and noise averages to zero, so to leading order the mean square error is
\begin{equation}
M_R=\frac{\Psi^2\delta^2}{4}+\frac{2\sigma^2}{\delta^2}.
\end{equation}
Setting $dM_R/d\delta=\Psi^2\delta/2-4\sigma^2/\delta^3$ to zero yields
\begin{equation}
\delta_R=8^{1/4}\left(\frac{\sigma}{|\Psi|}\right)^{1/2}.
\end{equation}
There $2\sigma^2=\Psi^2\delta_R^4/4$, so both parts of $M_R$ are equal and the least root-mean-square (rms) error is $|\Psi|\delta_R/\sqrt2$.

A model shows the sizes. Eight atoms form a periodic ring and move along its line. Neighbours are joined by Morse bonds of energy $V(s)=D(1-e^{-as})^2$, where $s$ is the stretch from equilibrium. The parameters are round values that stand for no particular material: $D=1$ eV, $a=1.5$ \AA$^{-1}$, $\sigma=10^{-4}$ eV/\AA.

Move atom 0 by $u$ towards atom 1 and read the force on atom 1. The bond between them has $s=-u$, and the other bond of atom 1 is unstretched. With $V'(s)=2Da(e^{-as}-e^{-2as})$,
\begin{equation}
F(u)=-V'(-u)=2Da\left(e^{2au}-e^{au}\right).
\label{morse}
\end{equation}
The coefficient of $u^n/n!$ in the bracket is $(2^n-1)a^n$. Comparison with (\ref{taylor}) gives
\begin{align}
\Phi&=-2Da^2=-4.5\ \text{eV/\AA}^2, & \Psi&=-6Da^3=-20.25\ \text{eV/\AA}^3,\nonumber\\
X&=-14Da^4=-70.875\ \text{eV/\AA}^4, & Y&=-62Da^6=-706.2\ \text{eV/\AA}^6.
\end{align}
The negative sign of $\Phi$ is that of a restoring spring: atom 1 is driven in the direction in which atom 0 moved, pushed away when the bond is compressed and pulled along when it is stretched.

For these values $\delta_R=0.0037$ \AA. A numerical minimisation of the sampled mean square error, with the full force (\ref{morse}), gives a least rms error of $0.054$ eV/\AA$^2$, or $1.2\,\%$ of $|\Phi|$. The linear bias forces the step to be so small that the noise is large.

\section{Removing the even terms}

The harmful term $\Psi u^2/2$ is even in $u$, whereas the wanted term is odd. Subtracting the forces at opposite displacements removes every even term of the series, including a residual force $F(0)$ left by incomplete relaxation:
\begin{equation}
F(\delta)-F(-\delta)=-2\Phi\delta-\tfrac13X\delta^3-\tfrac1{60}Y\delta^5-\dots
\end{equation}
Dividing by $-2\delta$ defines the central estimate
\begin{equation}
C(\delta)=-\frac{F(\delta)-F(-\delta)}{2\delta}
=\Phi+\frac{X\delta^2}{6}+\frac{Y\delta^4}{120}+\dots
\label{central}
\end{equation}
The statement that central differences cancel cubic terms thus refers to the energy. The cubic term of the force comes from the quartic energy; it survives and sets the truncation error. The residual force drops out, but the constant obtained is that of the unrelaxed structure. If atom 0 of the model sits $0.001$ \AA\ from equilibrium, with a residual force of $0.009$ eV/\AA, then $\Phi$ is shifted by $\Psi\times0.001$ \AA\ $=-0.020$ eV/\AA$^2$, whatever the step.

At $\delta=0.02$ \AA\ the error-free model forces are $F(\delta)=0.094146$ and $F(-\delta)=-0.086043$ eV/\AA. Hence
\begin{align}
R&=-\frac{0.094146}{0.02}=-4.707\ \text{eV/\AA}^2,\\
C&=-\frac{0.094146+0.086043}{0.04}=-4.5047\ \text{eV/\AA}^2 .
\end{align}
The deviation of $C$ from $-4.5$ is $-0.0047$ eV/\AA$^2$, in agreement with $X\delta^2/6=-70.875\times0.0004/6$. That of $R$ is $-0.207$ eV/\AA$^2$, mostly from $\Psi\delta/2=-0.2025$ eV/\AA$^2$.

The price is a second displaced run for each coordinate, while the naive scheme shares one reference run among all coordinates. Symmetry can waive this price. In the ring, reflection through the rest position of atom 0 turns $u$ into $-u$, exchanges atoms $1$ and $-1$, and reverses forces. Therefore $F_1(-\delta)=-F_{-1}(\delta)$, and one run supplies both forces in (\ref{central}). The same reflection makes the force on atom 0 itself odd in $u$, so that this element has no cubic energy term to cancel.

\section{Balancing truncation against noise}

Let $e_+$ and $e_-$ be the errors of the two forces in (\ref{central}), again with zero mean and standard deviation $\sigma$, and let $\rho$ be their correlation coefficient. The error of $C$ due to noise is $-(e_+-e_-)/(2\delta)$, with variance
\begin{equation}
\frac{\sigma^2+\sigma^2-2\rho\sigma^2}{4\delta^2}=\frac{\sigma^2(1-\rho)}{2\delta^2}.
\end{equation}
For uncorrelated errors the noise is therefore $\sigma/(\sqrt2\,\delta)$. The mean square error, to leading order in the bias, is
\begin{equation}
M(\delta)=\frac{X^2\delta^4}{36}+\frac{\sigma^2(1-\rho)}{2\delta^2}.
\label{mse}
\end{equation}
Both terms are convex for $\delta>0$, so the stationary point is the minimum:
\begin{equation}
\frac{dM}{d\delta}=\frac{X^2\delta^3}{9}-\frac{\sigma^2(1-\rho)}{\delta^3}=0
\quad\Rightarrow\quad
\delta^6=\frac{9\sigma^2(1-\rho)}{X^2}.
\label{six}
\end{equation}
For $\rho=0$ this is
\begin{equation}
\delta_*=\left(\frac{3\sigma}{|X|}\right)^{1/3},
\label{opt}
\end{equation}
which supplies the factor missing in (\ref{dim}). Inserting $\sigma^2=X^2\delta_*^6/9$ into the noise term of (\ref{mse}) gives $X^2\delta_*^4/18$, twice the squared bias. The noise is thus $\sqrt2$ times the bias at the best step, and
\begin{equation}
\sqrt{M(\delta_*)}=\frac{|X|\delta_*^2}{2\sqrt3}=\frac{3^{1/6}}{2}\,|X|^{1/3}\sigma^{2/3}.
\label{least}
\end{equation}
Forces a thousand times more accurate allow a step ten times smaller and reduce the least error a hundredfold. The naive scheme would gain a factor of $\sqrt{1000}\approx32$.

In the model,
\begin{equation}
\delta_*=\left(\frac{3\times10^{-4}}{70.875}\right)^{1/3}\text{\AA}=0.0162\ \text{\AA}.
\end{equation}
The least rms error is $70.875\times0.016176^2/(2\sqrt3)=5.35\times10^{-3}$ eV/\AA$^2$, or $86$ dyn/cm, compared with $|\Phi|=7.21\times10^4$ dyn/cm. This is $0.12\,\%$ of $|\Phi|$, a tenth of the least error of the naive scheme at this noise level.

The following table gives the leading-order bias and noise. The last column is the rms error of 400\,000 estimates, each formed from the full force (\ref{morse}) with independent, normally distributed errors added. All errors are in $10^{-3}$ eV/\AA$^2$.

\begin{center}
\begin{tabular}{cccc}
$\delta$ (\AA) & $X\delta^2/6$ & $\sigma/(\sqrt2\,\delta)$ & sampled rms\\
0.0020 & $-0.047$ & 35.4 & 35.3\\
0.0100 & $-1.18$ & 7.07 & 7.18\\
0.0162 & $-3.09$ & 4.37 & 5.37\\
0.0300 & $-10.6$ & 2.36 & 10.9\\
0.1000 & $-118.1$ & 0.71 & 118.7
\end{tabular}
\end{center}
In the last row the rms error slightly exceeds the leading bias. The next term of (\ref{central}) accounts for this: $Y\delta^4/120=-0.6\times10^{-3}$ eV/\AA$^2$. In general the leading-order analysis requires $|Y|\delta^2\ll20|X|$, the condition that the second bias term be small compared with the first.

The exponents can be read off from a scan in which the sampled mean square error is minimised numerically, again with the full force. For $\sigma=10^{-6}$, $10^{-4}$ and $10^{-2}$ eV/\AA\ the best steps are $0.0035$, $0.0162$ and $0.075$ \AA. A straight-line fit in logarithmic variables, over five noise levels in this range, gives the exponent $0.333$ for the step and $0.667$ for the least rms error.

\section{How firmly the step is fixed}

Write $\delta=s\,\delta_*$ with $\rho=0$. Since the noise term at $\delta_*$ is twice the squared bias,
\begin{equation}
\frac{M(s\delta_*)}{M(\delta_*)}=\frac13\left(s^4+\frac2{s^2}\right).
\label{penalty}
\end{equation}
Half the best step raises the rms error by a factor $1.64$, twice the best step by $2.35$ (the sampled factors are $1.63$ and $2.34$). Too long a step costs more than one too short by the same factor. To see this, set $q=s^2>1$ and subtract the bracket at $1/s$ from that at $s$:
\begin{equation}
q^2-\frac1{q^2}-2\left(q-\frac1q\right)=\left(q-\frac1q\right)\left(q+\frac1q-2\right)>0 .
\end{equation}

The result does not hinge on a statistical view of the errors. Suppose it is known merely that each force error lies within $\pm\varepsilon$. The noise contribution is then at most $\varepsilon/\delta$, and the worst-case error is $|X|\delta^2/6+\varepsilon/\delta$ to leading order. Its derivative vanishes when $|X|\delta/3=\varepsilon/\delta^2$, so $\delta=(3\varepsilon/|X|)^{1/3}$, the same form as (\ref{opt}). At this step $\varepsilon/\delta=|X|\delta^2/3$, and the least upper bound is $|X|\delta^2/2$. For $\varepsilon=10^{-4}$ eV/\AA\ it equals $9.3\times10^{-3}$ eV/\AA$^2$.

Correlation changes the step by the factor $(1-\rho)^{1/6}$, a weak change unless $\rho$ is close to one. Errors that are partly common to both runs cancel in part: $\rho=0.5$ shortens the best step of the model to $0.0144$ \AA. If the second force is the first with its sign reversed by symmetry, as for the force on atom 0, its error is reversed too. Then $\rho=-1$, and the best step is longer by $2^{1/6}=1.12$ than for independent errors with the same $X$.

One displacement usually serves a whole column of $N$ force constants. If all forces have the same $\sigma$ and the sum of the squared errors is to be least, summing (\ref{mse}) over the elements replaces $X^2$ by $\sum_iX_i^2$ and $\sigma^2$ by $N\sigma^2$:
\begin{equation}
\delta^6=\frac{9N\sigma^2}{\sum_iX_i^2}\qquad(\rho=0).
\end{equation}
In the ring, atom 0 stretches one bond and compresses the other, so its own quartic constant is $-2X$; each neighbour has $X$, and the other atoms have zero. The sum is $6X^2$, and with $N=8$ the step becomes $(8/6)^{1/6}\delta_*=0.0170$ \AA.

\section{Where the cube-root law fails}

If $X=0$ but $Y\neq0$, the leading bias is $Y\delta^4/120$. For uncorrelated errors the minimum of $Y^2\delta^8/14400+\sigma^2/(2\delta^2)$ obeys
\begin{equation}
\frac{Y^2\delta^7}{1800}=\frac{\sigma^2}{\delta^3}
\quad\Rightarrow\quad
\delta=\left(\frac{1800\,\sigma^2}{Y^2}\right)^{1/10}\propto\sigma^{1/5}.
\end{equation}
For a strictly harmonic force there is no finite optimum, because a longer step reduces the noise and adds no bias.

The law also assumes that the error behaves as noise. An error $e(u)$ that varies smoothly with the displacement, such as that of an approximate energy functional, adds $-e'(0)$ to the force constant as $\delta\to0$. This part behaves as a bias: it does not scale as $1/\delta$, and the balance (\ref{opt}) does not reduce it. At a finite step the truncation bias can offset it only by accident.

A deterministic error may nevertheless act as noise if it changes rapidly with $u$. Rounding forces to multiples of $q$ is an example. If the rounding error is spread evenly over $\pm q/2$, its variance is
\begin{equation}
\frac1q\int_{-q/2}^{q/2}x^2\,dx=\frac{q^2}{12},
\end{equation}
so $\sigma=q/\sqrt{12}$. For $q=10^{-5}$ eV/\AA\ and $\delta=0.01$ \AA\ the predicted noise in $C$ is $2.04\times10^{-4}$ eV/\AA$^2$. Rounding the model forces at 20\,001 steps between $0.0098$ and $0.0102$ \AA\ produces a scatter of the same size to within one per cent. The prediction assumes that the two rounding errors are uncorrelated, as they are for the force on atom 1. For a force odd in $u$, such as that on atom 0, they are opposite, $\rho=-1$, and the scatter is larger by $\sqrt2$, namely $2.89\times10^{-4}$ eV/\AA$^2$. Repeating a run at one fixed step would reproduce the same rounding error, so such repetition neither reveals nor averages it.

\section{A scheme that finds its own step}

Equation (\ref{opt}) needs $\sigma$ and $X$, which are not known beforehand. The noise can be estimated from the standard deviation of a force over calculations that ought to agree, for instance with the structure shifted relative to the numerical grid. This captures the errors that vary among those calculations and misses any they share. The scatter may serve as the $\sigma$ of (\ref{opt}) only if the errors at $+\delta$ and $-\delta$ are nearly uncorrelated. A grid error need not satisfy this, because it varies smoothly with position. If the error of the force on the displaced atom is sinusoidal with wavenumber $k$, averaging over grid shifts gives $\rho=\cos 2k\delta$. This is close to one for steps short against the grid period, and the best step is then shorter than (\ref{opt}) indicates. The noise in $C$ is now $\sigma|\sin k\delta|/\delta$, which tends to $\sigma k$ as $\delta\to0$, a floor that a shorter step does not lower. Since $\rho$ depends on $\delta$ here, the factor $(1-\rho)^{1/6}$ does not give the best step.

The quartic constant follows from central estimates at two pilot steps. By (\ref{central}),
\begin{equation}
C(2h)-C(h)=\frac{(4-1)Xh^2}{6}+\frac{(16-1)Yh^4}{120}+\dots=\frac{Xh^2}{2}+\frac{Yh^4}{8}+\dots,
\end{equation}
which suggests the estimate
\begin{equation}
\hat X=\frac{2\,[C(2h)-C(h)]}{h^2}=X+\frac{Yh^2}{4}+\dots
\end{equation}
For uncorrelated errors the variances of $C(2h)$ and $C(h)$ are $\sigma^2/(8h^2)$ and $\sigma^2/(2h^2)$. Their sum is $5\sigma^2/(8h^2)$, and the factor $2/h^2$ gives $\hat X$ the standard deviation $\sqrt{5/2}\,\sigma/h^3$. With $\sigma=|X|\delta_*^3/3$ from (\ref{opt}), its relative size is
\begin{equation}
\frac{\sqrt{5/2}\,\sigma}{|X|h^3}=\frac{\sqrt{5/2}}{3}\left(\frac{\delta_*}{h}\right)^3\approx0.53\left(\frac{\delta_*}{h}\right)^3 .
\end{equation}
A pilot at $h=\delta_*$ would be too noisy, whereas $h\approx3\delta_*$ leaves about two per cent. The pilot step should therefore be longer than the production step, yet short enough that $|Y|h^2/4\ll|X|$.

The procedure is as follows.
\begin{enumerate}
\item Estimate $\sigma$ from equivalent calculations.
\item For a few representative elements, compute the forces at $\pm h$ and $\pm2h$ and form $\hat X$.
\item If $|\hat X|$ clearly exceeds its standard deviation, set $\delta=(3\sigma/|\hat X|)^{1/3}$. Otherwise the quartic term is not resolved at the pilot steps. If $|X|$ is no larger than about $\sqrt{5/2}\,\sigma/h^3$, the bias $|X|h^2/6$ at step $h$ is at most about $0.26\,\sigma/h$, below the noise $0.71\,\sigma/h$. The best step is then longer than $h$. Even for $|X|$ three times as large the best step is $0.86\,h$, and by (\ref{penalty}) using $h$ raises the rms error by about five per cent. Thus $h$ is not too long a production step, provided that $\hat X$ is small because $X$ is small and not because the term $Yh^2/4$ cancels it. It may be too short: for $|X|$ a tenth of $\sqrt{5/2}\,\sigma/h^3$ the best step is $2.7\,h$, and the rms error at $h$ is $2.2$ times the least. Repeating the pilot with a longer $h$ shows whether a longer step pays.
\item Compute the remaining force constants from (\ref{central}) with this $\delta$. For the pilot elements use $C(h)-\hat Xh^2/6=\Phi-Yh^4/30+\dots$, which removes the leading bias of $C(h)$ without a further run. This combination equals $[4C(h)-C(2h)]/3$, with variance $\tfrac{16}{9}\tfrac{\sigma^2}{2h^2}+\tfrac19\tfrac{\sigma^2}{8h^2}$, so its noise is $0.95\,\sigma/h$ instead of $0.71\,\sigma/h$. It pays when $\hat X$ is well resolved; otherwise the uncorrected $C(h)$ is better.
\end{enumerate}

In the model, $h=0.05$ \AA\ gives sampled values of $\hat X$ with mean $-71.3$ and standard deviation $1.3$ eV/\AA$^4$, against the true $-70.9$ eV/\AA$^4$. The shift of the mean agrees with $Yh^2/4=-0.44$ eV/\AA$^4$. Because the step depends on the cube root of $\hat X$, a small relative error of $\hat X$ is divided by three. The resulting steps have mean $0.0161$ \AA\ and standard deviation $0.0001$ \AA, and by (\ref{penalty}) a deviation of this size from $\delta_*$ has a negligible effect on the error of the force constant.
